# Why Evanescent Localised Modes Reduce Clamp Loss in Stressed Strings

**Q:** I have a thin film string under high tension, fixed at both ends. Its material has an intrinsic quality factor $Q_{\rm int}$, yet the string can have a much higher one. Where does the dissipation enter?

**A:** Through bending. Let the string have thickness $h$, width $w(x)$, density $\rho$, Young's modulus $E$ and axial force $T$. Its bending stiffness is $B=Ewh^3/12$, and small transverse displacements $u$ obey

$$\rho h w\,\ddot u = T u'' - (Bu'')'' .$$

Stretching due to deflection is $u'^2/2$, which is second order in amplitude. Working against the existing tension, it stores energy $Tu'^2/2$ per length, already at second order. The loss from this oscillating strain goes as its square, hence as the fourth power of amplitude, and drops out of linear theory. Bending strain is first order, so its loss remains.

I describe that loss by $B\to B(1+i/Q_{\rm int})$, with $Q_{\rm int}$ independent of frequency. Take harmonic motion, multiply by $u$ and integrate by parts. The boundary terms vanish at a clamp, where $u=u'=0$:

$$\omega^2\!\int\!\rho h w u^2dx=W_t+\left(1+\frac{i}{Q_{\rm int}}\right)W_b,$$

$$W_t=\int Tu'^2dx,\qquad W_b=\int Bu''^2dx .$$

The lossless mode shape may be used here, because an error in the shape changes $\omega^2$ only at second order. With $Q={\rm Re}\,\omega^2/{\rm Im}\,\omega^2$,

$$Q=\frac{W_t+W_b}{W_b/Q_{\rm int}}=Q_{\rm int}\left(1+\frac1\Lambda\right),\qquad \Lambda=\frac{W_b}{W_t}.$$

A high $Q$ therefore requires a small $\Lambda$.

**Q:** Why should the clamps matter? They are two points on a long string.

**A:** The wave arrives at the clamp with a slope $p$, but the clamp demands zero slope. Close to it inertia is negligible and $B$ is constant, so $Bu''''=Tu''$. The decaying solution is $u''=Ce^{-x/\ell}$, with $\ell=\sqrt{B/T}$. Integrating from zero slope gives $u'=C\ell(1-e^{-x/\ell})$. This must approach $p$, so $C=p/\ell$. Each clamp then contributes

$$B\frac{p^2}{\ell^2}\int_0^\infty e^{-2x/\ell}dx=\frac{Bp^2}{2\ell}=\frac{T\ell p^2}{2}$$

to $W_b$. The layer is short, but its curvature $p/\ell$ is large.

For a uniform string of length $L$, mode $n$ is $u=\sin kx$ with $k=n\pi/L$. Then $W_t=Tk^2L/2$, the distributed bending gives $Bk^4L/2$, and the two clamps give $T\ell k^2$. Dividing, with $\lambda=\ell/L$,

$$\Lambda=2\lambda+n^2\pi^2\lambda^2 .$$

The first term is the clamps and the second the bending of the wave itself, each to leading order. The clamp term also has corrections of order $\lambda^2$, so at low $n$ the second term is not the whole correction at that order. For small $\lambda$ and low $n$, the clamps dominate.

**Q:** Then I want a mode with little slope at the clamps. How can a pattern of widths provide one?

**A:** By Bragg reflection. Away from the layers, at leading order, $u''=-k^2u$ with $k=\omega\sqrt{\rho hw/T}$. The force $T$ is the same everywhere, so a wide segment has a larger $k$. Define

$$s=\sqrt{w_w/w_n}=k_w/k_n>1,$$

where $w$ and $n$ as subscripts mean wide and narrow. Make each segment a quarter wave long at frequency $f_0$. Starting from $u_0,u_0'$, the solution

$$u=u_0\cos kx+\frac{u_0'}{k}\sin kx$$

reaches $u=u_0'/k$ and $u'=-ku_0$ at $kx=\pi/2$.

Enter a wide segment at a node with slope $p$. At its end $u=p/k_w$ and $u'=0$. After the following narrow segment, $u=0$ and

$$u'=-k_n\frac{p}{k_w}=-\frac ps .$$

The cell starts and ends at a node, and the slope has fallen by the factor $s$. Repetition gives an exponential envelope. The wave is not absorbed: it is reflected back, and the decay needs no dissipation.

**Q:** Must the frequency be exactly $f_0$?

**A:** No, but it must lie in the gap. Both segments have phase $\theta=(\pi/2)f/f_0$. The matrix carrying $(u,u')$ across one segment is

$$\begin{pmatrix}\cos\theta&\sin\theta/k\\-k\sin\theta&\cos\theta\end{pmatrix}.$$

Half the trace of the product for one cell is

$$\cos^2\theta-\tfrac12(s+1/s)\sin^2\theta .$$

The determinant is one, so the two solutions multiply by reciprocal factors, and they are evanescent when this half-trace exceeds one in magnitude. At the gap edges it equals $-1$. Replacing $\cos^2\theta$ by $1-\sin^2\theta$ gives

$$\sin^2\theta=\frac{2}{1+\frac12(s+1/s)}=\frac{4s}{(s+1)^2},\qquad |\cos\theta|=\frac{s-1}{s+1}.$$

The gap is thus $f_0(1\pm\delta)$, with $\delta=(2/\pi)\arcsin[(s-1)/(s+1)]$. The decay is strongest at $f_0$ and vanishes at the edges.

**Q:** Every change of width is an abrupt discontinuity. Have I replaced two lossy clamps with many lossy steps?

**A:** Within the beam model, not at the same order. At a step the slope, the moment $Bu''$ and the transverse force $Tu'-(Bu'')'$ are continuous. A decaying layer correction carries no transverse force, so the slope of the outer wave is continuous by itself. The layer only has to repair the moment.

Consider a wide-to-narrow step, where the wave has an antinode of amplitude $A$. Let the layers add slope $g$ at the step. Their curvatures there are $g/\ell_w$ on the wide side and $-g/\ell_n$ on the narrow side. Moment continuity reads

$$B_w\left(-k_w^2A+\frac{g}{\ell_w}\right)=B_n\left(-k_n^2A-\frac{g}{\ell_n}\right).$$

Using $B=T\ell^2$, $\ell_w=s\ell_n$ and $k_w=sk_n$,

$$g=k_nA\,(k_n\ell_n)\frac{s^4-1}{s+1}.$$

A clamp must remove a slope of order $kA$. The step produces one smaller by $\varepsilon=k_n\ell_n$, apart from a factor depending on $s$. The energy of this layer alone is smaller by $\varepsilon^2$ than a clamp's. Its overlap with the existing curvature changes the distributed loss by a relative amount of order $\varepsilon$. At the other steps the wave has a node, and this moment mismatch is absent. The argument treats the step as one-dimensional, which requires the width to be small compared with $\ell$. In the example below $\ell$ is 0.28 to 0.39 µm and the widths are 1 and 2 µm, so the loss at a real abrupt step is not given by this estimate.

**Q:** What holds the mode in the middle, and what is its total loss?

**A:** Put a narrow segment of length $2l_n$, half a wave, at the centre, with $N$ wide-then-narrow cells on each side. The defect has nodes at its ends, as the cells require. After $N$ cells there is again a node, so the outer wave meets the condition $u=0$ at the clamps.

Set the central amplitude to one. The slope leaving the defect is $k_n$ in magnitude. The antinode in cell $j$ is $k_ns^{-(j-1)}/k_w=s^{-j}$, and the slope at the clamp is $k_ns^{-N}$.

A quarter-wave segment of amplitude $A$ has length $\pi/(2k)$. The average of $\sin^2$ or $\cos^2$ over it is one half, so it adds $\pi TkA^2/4$ to $W_t$ and $\pi Bk^3A^2/4$ to $W_b$. The defect counts as two such segments. Write

$$q=s^{-2N},\qquad S=\sum_{j=1}^N s^{-2j}=\frac{1-q}{s^2-1}.$$

Summing both sides of the string,

$$W_t=\frac{\pi Tk_n}{2}\,[1+(1+s)S].$$

Since $B_wk_w^3=s^5B_nk_n^3$, the distributed bending is

$$W_{b,\rm dist}=\frac{\pi B_nk_n^3}{2}\,[1+(1+s^5)S].$$

The clamps add $2\times T\ell_n(k_ns^{-N})^2/2=T\ell_nk_n^2q$. With $B_n=T\ell_n^2$, division gives the leading-order result

$$\Lambda=\frac{(2/\pi)\,\varepsilon q+\varepsilon^2[1+(1+s^5)S]}{1+(1+s)S}.$$

The clamp loss contains $q$, the square of the slope reduction. For $s=1$ we have $q=1$ and $S=N$, so $\Lambda=2\varepsilon/[\pi(2N+1)]+\varepsilon^2$. The string then holds $n=2N+1$ half-waves and $\varepsilon=n\pi\lambda$, which recovers the uniform formula.

**Q:** So I should add as many cells as possible?

**A:** That removes the clamp term but not the distributed one. For $N\to\infty$ at fixed $\varepsilon$, $q\to0$ and $S\to1/(s^2-1)$. Multiplying numerator and denominator by $s^2-1$,

$$\Lambda\to\varepsilon^2\frac{s^2+s^5}{s^2+s}=\varepsilon^2s(s^2-s+1).$$

For $s>1$ this exceeds the uniform value $\varepsilon^2$, because the wide segments are stiffer and bend at a larger wavenumber. Patterning therefore raises the distributed loss at fixed $\varepsilon$. If the total length is fixed, more cells also mean shorter segments, a larger $k_n$ and a larger $\varepsilon$. The benefit depends on clamp loss having dominated at the start.

**Q:** Please put in numbers for a titanium nitride string.

**A:** Take rough values $E=450$ GPa and $\rho=5400$ kg/m³, with $L=3$ mm, $h=50$ nm, widths of 1 and 2 µm, and $N=6$. Let a uniform released string have stress $\sigma_0=1$ GPa. I choose $Q_{\rm int}=2000$.

The pattern redistributes the stress. Between fixed ends the length changes of the segments sum to zero, $\sum_i l_i[T/(hw_i)-\sigma_0]/E=0$, hence

$$T=\frac{\sigma_0hL}{\sum_i l_i/w_i}.$$

Here $s=1.414$, $l_n=133.4$ µm and $l_w=94.3$ µm. There are 14 narrow quarter-waves, counting the defect as two, and 12 wide ones. The sum is $14(133.4)+12(94.3)/2\approx2434$, so $T=50\times3000/2434=61.6$ µN. The narrow stress is 1.233 GPa. Then

$$\ell_n=h\sqrt{\frac{E}{12\sigma_n}}=50\sqrt{\frac{450}{12(1.233)}}=276\ {\rm nm},$$

$k_n=\pi/(2l_n)=0.01177$ µm⁻¹ and $\varepsilon=3.25\times10^{-3}$.

The clamp slope is reduced by $s^{-6}=0.125$, so $q=0.0156$ and $S=0.984$. The denominator is $1+2.414(0.984)=3.38$, and the distributed bracket is $1+6.657(0.984)=7.55$. Thus

$$\Lambda_{\rm clamp}=\frac{0.637(3.25\times10^{-3})(0.0156)}{3.38}=9.6\times10^{-6},$$

$$\Lambda_{\rm dist}=\frac{(3.25\times10^{-3})^2(7.55)}{3.38}=2.36\times10^{-5}.$$

The sum is $3.3\times10^{-5}$. A finite-element solution of the beam equation, with the clamp layers resolved, gives $3.31\times10^{-5}$ at 0.895 MHz. Hence $Q=6.0\times10^7$.

For the uniform string at the same length, thickness and $\sigma_0$, mode 13 has as many half-waves and lies at 0.933 MHz. Its clamp term is $2.04\times10^{-4}$ and its distributed term $1.74\times10^{-5}$, so $Q=9.0\times10^6$. The localised mode gains a factor of 6.7 over it, and 6.2 over the uniform fundamental at 0.072 MHz.

**Q:** The squared slope fell by 64, but the clamp loss only by about 21. What happened to the rest?

**A:** Loss is measured relative to stored energy, and localisation reduces that energy too. At equal peak amplitude, the uniform mode stores 13 units of $\pi Tk/2$ and the localised one 3.38, each with its own $T$ and $k$. This costs a factor $13/3.38=3.85$. The longer narrow wavelength and higher narrow stress recover part of it: $\varepsilon$ is $3.25\times10^{-3}$ instead of $4.17\times10^{-3}$, a factor 0.78. Together, $3.85\times0.78/64=0.047$, or about $1/21$.

**Q:** How do I know that the clamp layer is the cause, rather than the changed stress or frequency?

**A:** Replace the clamps by ideal hinges in the calculation. A hinge keeps $u=0$ but leaves the slope free, so no layer forms. For uniform mode 13, $\Lambda$ falls from $2.22\times10^{-4}$ to $1.74\times10^{-5}$, by a factor of 12.8. For the localised mode it falls from $3.31\times10^{-5}$ to $2.35\times10^{-5}$, by a factor of 1.41. With hinges the patterned string is the worse of the two. Its advantage with clamps therefore comes from avoiding their loss, not from gentler bending elsewhere.

The pattern without localisation is also insufficient. The gap extends 11% to either side of $f_0$ and contains one mode of out-of-plane bending. Twisting and in-plane motion of the ribbon are outside this model, and in-plane motion can have a mode of its own in the same range. The twelve nearest other modes of the same patterned string have clamp losses 8 to 19 times that of the localised mode.

**Q:** How should I choose the number of cells and the width contrast?

**A:** By balancing the two terms. With length, thickness, $\sigma_0$ and a width ratio of 2 held fixed, the beam calculation gives $1/\Lambda\approx13\,000$, $25\,500$, $30\,200$, $23\,300$ and $16\,300$ for $N=2,4,6,8,10$. Going from 6 to 10 cells reduces the clamp term tenfold, but raises the distributed term from $2.4\times10^{-5}$ to $6.1\times10^{-5}$.

At $N=6$, width ratios 1.5, 2, 3 and 4 give about $17\,100$, $30\,200$, $28\,300$ and $21\,100$. Among the listed values, six cells and a ratio of 2 are best in their respective sweeps. This is not a joint optimum: a ratio of 3 with four cells, for example, gives about $41\,900$.

**Q:** Can the localised mode be worse than the fundamental of a plain string?

**A:** Yes, if the film is thick enough. With the layout and $\sigma_0$ fixed, $\ell\propto h$, so clamp loss scales as $h$ and distributed loss as $h^2$. Let $y=h/(50\ {\rm nm})$. The losses are equal when

$$2.041\times10^{-4}y+1.03\times10^{-7}y^2=9.57\times10^{-6}y+2.358\times10^{-5}y^2 .$$

Dividing by $y$ gives $y=8.29$, or $h\approx414$ nm. This is a leading-order estimate, and corrections of relative order $\varepsilon$ shift it by a few percent. At 800 nm the beam calculation gives $\Lambda=5.9\times10^{-3}$ for the localised mode and $3.3\times10^{-3}$ for the fundamental. Both strings have the same thickness, so a thickness-dependent $Q_{\rm int}$ would cancel from this comparison.

**Q:** How far can I trust the example for a real film?

**A:** The elastic constants and stress are rough values for a tensile TiN film. Residual stress depends strongly on deposition and can even be compressive, in which case this design does not apply. The value $Q_{\rm int}=2000$ is a choice, not a measured property. It sets the absolute $Q$ but cancels from the gains if it is the same for the modes compared.

A real ribbon is not strictly one-dimensional. With a rough Poisson ratio of 0.25, full plate stiffening would raise the clamp loss by 3.3% and the distributed loss by 6.7%. The localised $\Lambda$ would rise by about 6%, and the gain over the fundamental would fall by about 2%. Stress also needs a distance of order the width to redistribute at a step. The wide width is 2.1% of the wide segment's length, but I have not calculated the resulting change in loss.

At 300 K, thermoelastic damping supplies about 0.15% of the assumed intrinsic loss, and nitrogen at $10^{-7}$ Torr would add about 0.6% to the total loss. An order-of-magnitude estimate for radiation into a semi-infinite silicon-like substrate gives $Q\sim10^{11}$. A finite chip with its own resonances, or a compliant undercut clamp, is outside that estimate. A 10 K temperature change shifts the stress by about 29 MPa, or 3% of $\sigma_0$. The narrow segments carry about 0.4 of a rough 3 GPa strength, without allowance for stress concentration at corners. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Inputs: E 450 GPa, density 5400 kg/m3, stress 1.0 GPa
Length 3.0 mm, thickness 50 nm, widths 1 and 2 um
Cells per side 6, chosen Q_int 2000, s = 1.4142
Narrow, wide segment length: 133.42, 94.34 um; defect 266.84 um
Tension 61.63 uN; stress narrow 1.233, wide 0.616 GPa
Clamp layer ell_n 275.8 nm; k_n 0.01177 1/um; eps 3.247e-03
Midgap frequency 0.8952 MHz; beam mode 0.8952 MHz
Gap half-width 10.98 % of midgap; modes found in gap: 1
Slope factor per cell 0.7071; over 6 cells 0.1250; squared q 0.01562
Antinode ladder (beam), relative to centre: 0.7071 0.5000 0.3536 0.2500 0.1768 0.1250
Localised Lambda, formula: clamp 9.566e-06, distributed 2.358e-05, sum 3.315e-05
Localised Lambda, beam: clamp layer 9.568e-06, total 3.313e-05
Uniform mode 1: f 0.0717 MHz; clamp 2.041e-04, distributed 1.028e-07, beam total 2.043e-04
Uniform mode 13: f 0.9326 MHz; clamp 2.041e-04, distributed 1.737e-05, beam total 2.216e-04
Clamp share of loss: uniform mode 13 92.2 %, localised 28.9 %
Dilution 1/Lambda: localised 30188, uniform 1 4895, uniform 13 4513
Q: localised 6.038e+07, uniform 1 9.791e+06, uniform 13 9.028e+06
Q gain over uniform 1: 6.17; over uniform 13: 6.69
Complex-modulus test, Q_int 100: Q 3.0189e+06, energy ratio 3.0189e+06
Hinged ends, Lambda: localised 2.355e-05, uniform 13 1.737e-05
Loss clamped/hinged: localised 1.41, uniform 13 12.75
Clamp loss of 12 band modes / localised: min 8.38, median 16.51, max 19.21
Sweeps: width ratio, cells, clamp, distributed, beam total, 1/Lambda
  2.0  2 7.345e-05 3.587e-06 7.705e-05 12979
  2.0  4 2.770e-05 1.145e-05 3.916e-05 25538
  2.0  6 9.566e-06 2.358e-05 3.313e-05 30188
  2.0  8 3.084e-06 3.995e-05 4.296e-05 23280
  2.0 10 9.469e-07 6.055e-05 6.133e-05 16306
  1.0  6 2.041e-04 1.737e-05 2.216e-04 4513
  1.5  6 3.915e-05 1.949e-05 5.865e-05 17050
  2.0  6 9.566e-06 2.358e-05 3.313e-05 30188
  3.0  6 1.094e-06 3.445e-05 3.543e-05 28228
  4.0  6 2.194e-07 4.780e-05 4.773e-05 20952
Break-even thickness against uniform fundamental: 414 nm
At 800 nm, beam Lambda: localised 5.895e-03, uniform 1 3.314e-03
Neglected effects (rough material values):
  plate stiffening: clamp loss +3.3 %, distributed +6.7 %
  width-step zone: wide width / wide length 2.1 %
  shear and rotary scale (k_w h)^2: 6.9e-07
  thermoelastic share of intrinsic loss: 0.154 %
  gas-limited Q at 1e-7 Torr N2, 300 K: 1.07e+10; loss added 0.57 %
  substrate radiation Q, order of magnitude: 8e+10
  stress change for 10 K: 29 MPa
  relative tension change from thermal motion: 5.0e-12
  narrow stress / rough strength 3 GPa: 0.41
```
